# Drift and lifetime activation energies in bias-temperature instability: a program that tests the result

```python
"""
Result under test: for a threshold shift D(t,T), the activation energy of the
time to a fixed shift equals (drift energy at fixed time)/(time exponent).
For D ~ exp(-E_D/kT) t^n with constant E_D = 0.08 eV and n = 0.16 it is 0.5 eV.
Symbols: beta = 1/(kT) in 1/eV; shifts in mV; times in s; energies in eV.
'hot' is the test temperature, 'cold' the temperature of use.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import digamma

KB = const.k / const.e
YEAR = const.Julian_year
T_HOT, T_COLD = 398.15, 328.15
N, E_DRIFT = 0.16, 0.08
T_REF, D_REF, D_CRIT = 1000.0, 5.0, 30.0
FIELD_MV_CM, OXIDE_NM = 5.0, 2.0
OVERDRIVE = FIELD_MV_CM * 1e8 * OXIDE_NM * 1e-9 * 1e3   # mV
POWER_OVERDRIVE = 3.0     # shift ~ overdrive**3 at fixed time (chosen)
B_HOT, B_COLD = 1 / (KB * T_HOT), 1 / (KB * T_COLD)
DB = B_COLD - B_HOT


def beta(T):
    return 1 / (KB * T)


def lifetime(law, T):
    """Time at which the shift law reaches the criterion, by root search."""
    f = lambda s: np.log(law(np.exp(s), T) / D_CRIT)
    return np.exp(brentq(f, -5.0, 60.0, xtol=1e-12, rtol=1e-13))


def local_exponent(law, t, T, h=1e-3):
    return np.log(law(t * np.exp(h), T) / law(t * np.exp(-h), T)) / (2 * h)


def local_drift_energy(law, t, T, h=1e-2):
    b = beta(T)
    up, down = 1 / (KB * (b + h)), 1 / (KB * (b - h))
    return -np.log(law(t, up) / law(t, down)) / (2 * h)


def local_life_energy(law, T, h=1e-2):
    b = beta(T)
    up, down = 1 / (KB * (b + h)), 1 / (KB * (b - h))
    return np.log(lifetime(law, up) / lifetime(law, down)) / (2 * h)


def mean_life_energy(law):
    """Energy an engineer would read from lifetimes at the two temperatures."""
    return np.log(lifetime(law, T_COLD) / lifetime(law, T_HOT)) / DB


# --- power law with constant exponent and drift energy
def power_law(t, T):
    return D_REF * np.exp(-E_DRIFT * (beta(T) - B_HOT)) * (t / T_REF) ** N


E_LIFE = E_DRIFT / N
life_hot, life_cold = lifetime(power_law, T_HOT), lifetime(power_law, T_COLD)
assert abs(mean_life_energy(power_law) - E_LIFE) < 1e-8
shift_ratio = power_law(T_REF, T_HOT) / power_law(T_REF, T_COLD)
assert abs(life_cold / life_hot / shift_ratio ** (1 / N) - 1) < 1e-8
wrong_factor = np.exp(E_DRIFT * DB)
ten_hot = power_law(10 * YEAR, T_HOT)
ten_cold = power_law(10 * YEAR, T_COLD)
assert (ten_hot > D_CRIT) == (life_hot < 10 * YEAR)
assert (ten_cold > D_CRIT) == (life_cold < 10 * YEAR)

# --- explicit sum over defects: one common barrier, spread prefactors
log_tau = np.arange(-100.0, 80.0, 0.1)
weights = np.exp(N * log_tau)
BARRIER = 0.5


def defect_sum(t, T):
    scaled = t * np.exp(-BARRIER * (beta(T) - B_HOT))
    return np.sum(weights * -np.expm1(-scaled * np.exp(-log_tau)))


norm_sum = D_REF / defect_sum(T_REF, T_HOT)
common = lambda t, T: norm_sum * defect_sum(t, T)
sum_n = local_exponent(common, T_REF, T_HOT)
sum_ed = local_drift_energy(common, T_REF, T_HOT)
sum_el = mean_life_energy(common)
assert abs(sum_n - N) < 1e-5
assert abs(sum_ed - N * BARRIER) < 1e-5
assert abs(sum_el - BARRIER) < 1e-6
assert abs(lifetime(common, T_HOT) / life_hot - 1) < 1e-4

# --- saturating shift: local exponent and drift energy fall, ratio stays
D_MAX = 100.0
x_ref = -np.log(1 - D_REF / D_MAX)


def saturating(t, T):
    scaled = t / T_REF * np.exp(-E_LIFE * (beta(T) - B_HOT))
    return -D_MAX * np.expm1(-x_ref * scaled ** N)


sat_life = lifetime(saturating, T_HOT)
sat_n = local_exponent(saturating, sat_life, T_HOT)
sat_ed = local_drift_energy(saturating, sat_life, T_HOT)
sat_el = local_life_energy(saturating, T_HOT)
assert sat_n < 0.95 * N and sat_ed < 0.95 * E_DRIFT
assert abs(sat_ed / sat_n - sat_el) < 1e-5
assert abs(sat_el - E_LIFE) < 1e-6

# --- exponent slightly smaller at the cold temperature
DN = 0.005


def varying_n(t, T):
    n_T = N - DN * (beta(T) - B_HOT) / DB
    return D_REF * np.exp(-E_DRIFT * (beta(T) - B_HOT)) * (t / T_REF) ** n_T


ed_predicted = E_DRIFT + DN / DB * np.log(life_hot / T_REF)
assert abs(local_drift_energy(varying_n, life_hot, T_HOT) - ed_predicted) < 1e-6
assert abs(local_life_energy(varying_n, T_HOT) - ed_predicted / N) < 1e-5

# --- spread barriers, one prefactor: exponent proportional to temperature
E0 = KB * T_HOT / N
tau0 = T_REF * np.exp(-E_LIFE * B_HOT - digamma(1 - N))
barriers = np.arange(-5.0, 4.0, 0.002)
density = np.exp(barriers / E0)


def barrier_sum(t, T):
    return np.sum(density * -np.expm1(-t / tau0 * np.exp(-barriers * beta(T))))


norm_bar = D_REF / barrier_sum(T_REF, T_HOT)
spread = lambda t, T: norm_bar * barrier_sum(t, T)
spr_n_hot = local_exponent(spread, T_REF, T_HOT)
spr_n_cold = local_exponent(spread, T_REF, T_COLD)
spr_ed = local_drift_energy(spread, T_REF, T_HOT)
spr_el = local_life_energy(spread, T_HOT)
spr_hot, spr_cold = lifetime(spread, T_HOT), lifetime(spread, T_COLD)
fast_share = density[barriers < 0].sum() / barrier_sum(T_REF, T_HOT)
assert abs(spr_n_hot - N) < 1e-5
assert abs(spr_n_cold - KB * T_COLD / E0) < 1e-5
assert abs(spr_ed - E_DRIFT) < 1e-5
assert abs(spr_el - (E_LIFE + KB * T_HOT * np.log(spr_hot / T_REF))) < 1e-4
ratio_at_failure = (local_drift_energy(spread, spr_hot, T_HOT)
                    / local_exponent(spread, spr_hot, T_HOT))
assert abs(ratio_at_failure - spr_el) < 1e-4
assert spr_el > 1.2 * E_LIFE      # short-time ratio fails here

# --- overdrive lost as the shift grows, at fixed gate voltage
loss = D_CRIT / OVERDRIVE
rate_power = POWER_OVERDRIVE / N
stretch = quad(lambda w: w ** (1 / N - 1) / N * (1 - loss * w) ** -rate_power,
               0, 1, epsabs=1e-12, epsrel=1e-11)[0]


def feedback_life(T):
    """Integrate the effective stress time theta over the logarithm of time."""
    log_k = -E_LIFE * (beta(T) - B_HOT)

    def rhs(s, z):
        shift = D_REF * (np.exp(z) / T_REF) ** N
        return np.exp(s + log_k - z) * (1 - shift / OVERDRIVE) ** rate_power

    reached = lambda s, z: z[0] - np.log(T_REF) - np.log(D_CRIT / D_REF) / N
    reached.terminal = True
    run = solve_ivp(rhs, (-15.0, 35.0), [-15.0 + log_k], events=reached,
                    rtol=1e-10, atol=1e-11)
    return np.exp(run.t_events[0][0])


fb_hot, fb_cold = feedback_life(T_HOT), feedback_life(T_COLD)
assert abs(fb_hot / life_hot / stretch - 1) < 1e-5
assert abs(np.log(fb_cold / fb_hot) / DB - E_LIFE) < 1e-5

# --- threshold moves with temperature at fixed gate voltage
VT_SLOPE = 0.7    # mV/K, rough size


def fixed_gate(t, T):
    factor = 1 - VT_SLOPE * (T_HOT - T) / OVERDRIVE
    return power_law(t, T) * factor ** POWER_OVERDRIVE


# --- a tenth of the hot shift recovers before it is read, none of the cold
LOST = 0.10


def unrecovered(t, T):
    hot_part = 1 - (beta(T) - B_HOT) / DB
    return power_law(t, T) * (1 - LOST) ** (-hot_part)


gate_el, read_el = mean_life_energy(fixed_gate), mean_life_energy(unrecovered)
assert abs(read_el - (E_DRIFT - np.log(1 - LOST) / DB) / N) < 1e-7
hotter = lifetime(power_law, T_HOT + 5) / life_hot


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Hot test temperature", T_HOT, "K", 5)
show("Cold use temperature", T_COLD, "K", 5)
show("Difference of 1/kT, cold minus hot", DB, "1/eV")
show("Oxide field", FIELD_MV_CM, "MV/cm")
show("Oxide thickness", OXIDE_NM, "nm")
show("Overdrive, taken as field x thickness", OVERDRIVE, "mV")
show("Time exponent", N)
show("Drift energy", E_DRIFT, "eV")
show("Reference time", T_REF, "s")
show("Hot shift at reference time", D_REF, "mV")
show("Cold shift at reference time", power_law(T_REF, T_COLD), "mV")
show("Failure criterion", D_CRIT, "mV")
show("Lifetime energy from root search", mean_life_energy(power_law), "eV")
show("Shift ratio hot/cold at fixed time", shift_ratio)
show("Lifetime ratio cold/hot", life_cold / life_hot)
show("Hot lifetime", life_hot / YEAR, "years", 3)
show("Cold lifetime", life_cold / YEAR, "years", 3)
show("Cold lifetime, 0.08 eV misused", life_hot * wrong_factor / YEAR, "years", 3)
show("Hot lifetime, 0.08 eV misused", life_cold / wrong_factor / YEAR, "years", 3)
show("Factor of error", life_cold / life_hot / wrong_factor, "", 3)
show("Hot shift after 10 years", ten_hot, "mV", 3)
show("Cold shift after 10 years", ten_cold, "mV", 3)
show("Defect sum: common barrier put in", BARRIER, "eV")
show("Defect sum: exponent found", sum_n)
show("Defect sum: drift energy found", sum_ed, "eV")
show("Defect sum: lifetime energy found", sum_el, "eV")
show("Saturation: largest shift", D_MAX, "mV")
show("Saturation: exponent at failure", sat_n, "", 3)
show("Saturation: drift energy at failure", sat_ed, "eV", 3)
show("Saturation: lifetime energy", sat_el, "eV")
show("Saturation: hot lifetime factor", sat_life / life_hot, "", 3)
show("Spread barriers: density energy E0", E0, "eV", 3)
show("Spread barriers: prefactor time", tau0, "s", 3)
show("Spread barriers: share below zero barrier", fast_share, "", 2)
show("Spread barriers: hot exponent", spr_n_hot, "", 3)
show("Spread barriers: cold exponent", spr_n_cold, "", 3)
show("Spread barriers: drift energy at 1000 s", spr_ed, "eV", 3)
show("Spread barriers: cold shift at 1000 s", spread(T_REF, T_COLD), "mV", 3)
show("Spread barriers: hot lifetime energy", spr_el, "eV", 3)
show("Spread barriers: hot lifetime", spr_hot / YEAR, "years", 3)
show("Spread barriers: cold lifetime", spr_cold / YEAR, "years", 3)
show("Exponent change: cold exponent", N - DN, "", 3)
show("Exponent change: mean lifetime energy", mean_life_energy(varying_n), "eV", 3)
show("Exponent change: cold lifetime", lifetime(varying_n, T_COLD) / YEAR, "years", 3)
show("Overdrive power of shift", POWER_OVERDRIVE)
show("Overdrive loss at failure", 100 * loss, "%", 3)
show("Overdrive loss: lifetime factor, hot", fb_hot / life_hot, "", 3)
show("Overdrive loss: lifetime factor, cold", fb_cold / life_cold, "", 3)
show("Threshold temperature slope", VT_SLOPE, "mV/K")
show("Fixed gate voltage: lifetime energy", gate_el, "eV", 3)
show("Hot shift lost before readout", 100 * LOST, "%")
show("Readout corrected: lifetime energy", read_el, "eV", 3)
show("Readout corrected: hot lifetime factor",
     lifetime(unrecovered, T_HOT) / life_hot, "", 3)
show("5 K hotter than 398.15 K: lifetime factor", hotter, "", 3)
print("finished without a failed check")
```

Printed output:

```
Hot test temperature: 398.15 K
Cold use temperature: 328.15 K
Difference of 1/kT, cold minus hot: 6.217 1/eV
Oxide field: 5 MV/cm
Oxide thickness: 2 nm
Overdrive, taken as field x thickness: 1000 mV
Time exponent: 0.16
Drift energy: 0.08 eV
Reference time: 1000 s
Hot shift at reference time: 5 mV
Cold shift at reference time: 3.041 mV
Failure criterion: 30 mV
Lifetime energy from root search: 0.5 eV
Shift ratio hot/cold at fixed time: 1.644
Lifetime ratio cold/hot: 22.39
Hot lifetime: 2.31 years
Cold lifetime: 51.8 years
Cold lifetime, 0.08 eV misused: 3.8 years
Hot lifetime, 0.08 eV misused: 31.5 years
Factor of error: 13.6
Hot shift after 10 years: 37.9 mV
Cold shift after 10 years: 23.1 mV
Defect sum: common barrier put in: 0.5 eV
Defect sum: exponent found: 0.16
Defect sum: drift energy found: 0.08 eV
Defect sum: lifetime energy found: 0.5 eV
Saturation: largest shift: 100 mV
Saturation: exponent at failure: 0.133
Saturation: drift energy at failure: 0.0666 eV
Saturation: lifetime energy: 0.5 eV
Saturation: hot lifetime factor: 2.51
Spread barriers: density energy E0: 0.214 eV
Spread barriers: prefactor time: 0.00113 s
Spread barriers: share below zero barrier: 0.1
Spread barriers: hot exponent: 0.16
Spread barriers: cold exponent: 0.132
Spread barriers: drift energy at 1000 s: 0.08 eV
Spread barriers: cold shift at 1000 s: 3.32 mV
Spread barriers: hot lifetime energy: 0.884 eV
Spread barriers: hot lifetime: 2.31 years
Spread barriers: cold lifetime: 561 years
Exponent change: cold exponent: 0.155
Exponent change: mean lifetime energy: 0.574 eV
Exponent change: cold lifetime: 82.2 years
Overdrive power of shift: 3
Overdrive loss at failure: 3 %
Overdrive loss: lifetime factor, hot: 1.64
Overdrive loss: lifetime factor, cold: 1.64
Threshold temperature slope: 0.7 mV/K
Fixed gate voltage: lifetime energy: 0.652 eV
Hot shift lost before readout: 10 %
Readout corrected: lifetime energy: 0.606 eV
Readout corrected: hot lifetime factor: 0.518
5 K hotter than 398.15 K: lifetime factor: 0.835
finished without a failed check
```
